Thermal Conductivity of a Mass-Disordered Harmonic Chain: Free and Fixed Ends

**Exercise**

A chain of N atoms has equal springs k and independent random masses with mean m and variance σ². Its end atoms touch classical Langevin baths at temperatures T_L and T_R, each with constant friction γ and white noise. Define κ = J N d/ΔT, where J is the heat current, d the spacing and ΔT = T_L − T_R.

Show that for N → ∞ the disorder-averaged κ grows as N^(1/2) if the ends are free, and falls as N^(−1/2) if each end atom is tied to a wall by a further spring k. Start from the localization length ξ ∝ ω^(−2), and find what else is needed.

**Hints**

1. Write J as a frequency integral of a transmission τ(ω).
2. Find the frequency at which ξ equals N.
3. Below that frequency the ends control τ. Match a long wave to the damped end atom in both cases.
4. For the prefactors, use z = 2/τ − 1 and look for functions of z whose phase average factorizes when scatterers are joined.

**Solution**

*Units.* Frequencies are in ω₀ = √(k/m), friction in √(mk) and masses in m. The relative mass variance is δ² = σ²/m². Time dependence is e^(−iωt), and g = γω.

*1. The current.* Let Φ be the spring matrix, M the mass matrix, and P₁, P_N the projectors on the end atoms. The response to a force is

G = [Φ − ω²M − ig(P₁ + P_N)]⁻¹.

The left noise has spectrum 2γk_B T_L. It moves atom N, whose friction then passes to the right bath the power

γ ∫_(−∞)^(∞) (dω/2π) ω²|G_1N|² 2γk_B T_L = (k_B T_L/2π) ∫₀^∞ 4g²|G_1N|² dω.

The right noise sends back the same expression with T_R. Hence

J = (k_B ΔT/2π) ∫₀^∞ τ(ω) dω, τ = 4g²|G_1N|².

For eight random masses this agrees to the printed digits with the current from the steady-state covariance: 0.187772 for free ends and 0.146950 for fixed ends, in units of k_B ω₀ ΔT and with γ = 0.7.

*2. The localization length.* In the uniform chain ω² = 2 − 2cos q. Put an extra mass μ at site 0. The wave is e^(iql) + r e^(−iql) on the left and t e^(iql) on the right, with 1 + r = t. Then x₁ = t e^(iq) and

x₋₁ = e^(−iq) + (t − 1)e^(iq) = t e^(iq) − 2i sin q.

Newton's law −(1 + μ)ω²t = x₁ + x₋₁ − 2t becomes, after ω² is replaced by 2 − 2cos q in the term without μ,

−2it sin q − μω²t = −2i sin q, so t = 1/(1 − iβ), β = μω²/(2 sin q).

The reflection probability is β²/(1 + β²) ≈ β². Since sin²q = ω²(1 − ω²/4), its average is

ρ = δ²ω⁴/(4 sin²q) = δ²ω²/[4(1 − ω²/4)].

Two scatterers in series, with transmissions τ₁, τ₂ and reflections R₁, R₂, have

τ = τ₁τ₂/|1 − √(R₁R₂) e^(iθ)|²,

where θ is the round-trip phase. At low ω this phase is effectively random: it runs through a full circle in about π/q sites, over which the reflection is only ρπ/q ∝ ω. The average of ln|1 − c e^(iθ)|² is zero for c < 1, because its series contains only cosines of nθ. Therefore ln τ adds up on average, and

⟨ln τ⟩ = −s, s = Nρ → aNω², a = δ²/4.

Amplitudes decay as e^(−N/ξ) and τ as e^(−2N/ξ), so

1/ξ = s/2N → δ²ω²/8, or σ²ω²/(8mk) in ordinary units.

For δ = 0.44 and ω = 0.1, the growth of random recursions gives ξ ≈ 4100 sites, in agreement with 2/ρ within the sampling error, which is of order one percent.

Setting s = 1, which means ξ = 2N, gives the cutoff ω_c = (aN)^(−1/2). The condition ξ = N would only multiply it by √2. Localization fixes this frequency, but not how well the waves below it couple to the baths.

*3. The ends.* Near the left end write x_l = e^(−iql) + r e^(iql). The uniform chain equation continues to hold at site 1 if a fictitious x₀ supplies the true end force, x₀ − x₁ = F.

Fixed: F = −x₁ + igx₁, so x₀ = b x₁ with b = ig.
Free: F = igx₁, so x₀ = b x₁ with b = 1 + ig.

From 1 + r = b(e^(−iq) + r e^(iq)) we get

r = −(1 − b e^(−iq))/(1 − b e^(iq)),

|r|² = (A − 2g sin q)/(A + 2g sin q), A = 1 + |b|² − 2 Re(b) cos q.

The power absorbed by the bath is the transmission of the end, 1 − |r|². Its z = 2/(1 − |r|²) − 1 is

z_b = (1 + |r|²)/(1 − |r|²) = A/(2g sin q).

Fixed ends have A = 1 + g². Free ends have A = 2 + g² − 2cos q = ω² + g². As ω → 0, with sin q → ω,

fixed: 1/z_b → 2γω²; free: 1/z_b → 2γ/(1 + γ²).

A wall holds the end atom nearly still in a long wave, so its friction absorbs little. A free end atom moves with the wave. In a uniform chain 1/z_b is also the phase-averaged transmission between two equal ends.

The exponents now follow. Well below ω_c the average τ is constant for free ends and proportional to ω² for fixed ends. Around ω_c localization begins to cut it off, so, up to numerical factors,

free: J ∝ ω_c ∝ N^(−1/2), κ ∝ N^(1/2);
fixed: J ∝ ω_c³ ∝ N^(−3/2), κ ∝ N^(−1/2).

This estimate assumes that disorder enters through s alone. The next two steps derive that from the random phases, at leading order, and give the prefactors.

*4. The averaged transmission.* Insert τ₁ = 2/(z₁ + 1), and likewise τ₂, into the series law. Then

z = 2(1 + R₁R₂ − 2√(R₁R₂) cos θ)/(τ₁τ₂) − 1.

With R = 1 − τ, the part without the cosine is (2 − τ₁)(2 − τ₂)/(τ₁τ₂) = z₁z₂. Since z² − 1 = 4R/τ²,

z = z₁z₂ − √(z₁² − 1) √(z₂² − 1) cos θ.

This is the law of cosines in the hyperbolic plane, with each z the cosh of a side. Let P_p(z), short for the conical function P_(−1/2+ip)(z), be the solution regular at z = 1 of

d/dz[(z² − 1) dP_p/dz] = −(p² + 1/4) P_p, P_p(1) = 1.

The operator on the left is the radial Laplacian of that plane. Averaging P_p(z) over θ gives a rotation-symmetric, regular eigenfunction in z₂, hence a multiple of P_p(z₂). At z₂ = 1 it equals P_p(z₁), so

⟨P_p(z)⟩_θ = P_p(z₁) P_p(z₂).

At z = 1 the differential equation gives 2P_p′(1) = −(p² + 1/4). A weak scatterer has z − 1 = 2R/τ ≈ 2ρ and contributes the factor 1 − (p² + 1/4)ρ. All N atoms together contribute e^(−(p²+1/4)s), and the two ends contribute P_p(z_b)².

It remains to expand τ = 2/(z + 1) in these functions. The Mehler–Fock transform states that f(z) = ∫₀^∞ p tanh(πp) P_p(z) F(p) dp with F(p) = ∫₁^∞ f P_p dz. Use Mehler's integral, with z = cosh η:

P_p = (2/π) ∫₀^η cos(pt) dt/√(2(cosh η − cosh t)).

Doing the z integral first,

∫_(cosh t)^∞ dz/[(z + 1)√(2(z − cosh t))] = π/(2 cosh(t/2)),

F(p) = 2 · (2/π) ∫₀^∞ cos(pt) π/(2 cosh(t/2)) dt = 2π/cosh(πp).

Therefore

⟨τ⟩ = ∫₀^∞ 2πp tanh(πp) sech(πp) e^(−(p²+1/4)s) P_p(z_b)² dp.

The phase qN between the ends is averaged by the frequency integral: it changes by π while ω changes by a fraction of order 1/(qN), which is N^(−1/2) at the cutoff.

*5. The prefactors.* For free ends with γ = 1, z_b → 1 and P_p = 1. Since ∫₀^∞ e^(−(p²+1/4)aNω²) dω = (√π/2)[(p² + 1/4)aN]^(−1/2),

∫⟨τ⟩dω = C (aN)^(−1/2), C = π^(3/2) ∫₀^∞ p tanh(πp) sech(πp) (p² + 1/4)^(−1/2) dp.

For fixed ends z_b is large. In Mehler's integral put 2(cosh η − cosh t) ≈ e^η − e^t and w = η − t:

P_p ≈ (2/π) e^(−η/2) Re[e^(ipη) B], B = ∫₀^∞ e^(−ipw)(1 − e^(−w))^(−1/2) dw = √π Γ(ip)/Γ(1/2 + ip),

where the integral is taken with a convergence factor. The gamma-function reflection formula gives |B|² = π coth(πp)/p. The non-oscillating part of P_p² is half the squared amplitude, and e^(−η) ≈ 1/(2z_b), so

P_p² → (2/π²)|B|²/(2z_b) = coth(πp)/(πp z_b).

The rest oscillates as cos(2pη + phase) and drops out of the p integral as η → ∞. The hyperbolic factors cancel, leaving

⟨τ⟩ → (2/z_b) ∫₀^∞ sech(πp) e^(−(p²+1/4)s) dp, 2/z_b = 4γω².

With ∫₀^∞ ω² e^(−cω²) dω = (√π/4)c^(−3/2),

∫⟨τ⟩dω = 4γC′(aN)^(−3/2), C′ = (√π/4) ∫₀^∞ sech(πp)(p² + 1/4)^(−3/2) dp.

The two constants are equal. In C write tanh(πp) sech(πp) = −(1/π) d sech(πp)/dp and integrate by parts. The boundary terms vanish, and the derivative of p(p² + 1/4)^(−1/2) is (1/4)(p² + 1/4)^(−3/2), which turns C into C′. Numerically C = 1.084. In units of k_B ω₀ d,

κ_free = (C/2π) a^(−1/2) N^(1/2) for γ = 1,

κ_fixed = (4γC/2π) a^(−3/2) N^(−1/2).

Above the cutoff, as long as ω is small, ⟨τ⟩ carries a factor e^(−s/4) or smaller, with s ∝ N. At higher fixed frequencies the weak-scattering formula for s need not hold, but the waves are still localized and ⟨τ⟩ falls exponentially with N. Such frequencies do not affect the powers.

*6. A worked case.* Take equally likely masses of 28 u and 72 u, k = 50 N/m, d = 0.25 nm, N = 3000, T = 300 K and γ = √(mk). The mean is 50 u, so δ = 22/50 = 0.44, a = 0.44²/4 = 0.0484 and aN = 145.2. Then

κ_free = (3000/2π) × 1.084/√145.2 = 43.0,

κ_fixed = (3000/2π) × 4 × 1.084/145.2^(3/2) = 1.18.

With ω₀ = 24.54 rad/ps and cross-section d², these are 58 and 1.6 W/(m K).

The integral of step 4, evaluated at this N without the low-frequency limits, gives 58 and 1.37 W/(m K). Direct sampling of random chains gives 58.3 ± 0.4 and 1.24 ± 0.04 W/(m K), the errors being one standard error. The fixed-end sample lies 9 percent below the finite-N theory, about three standard errors. At N = 1000 and 9000 the two agree to within about one standard error. The gap at N = 3000 is a fluctuation of this sample: a larger one, of 960 chains, gives 1.38 ± 0.02 W/(m K), in agreement with the finite-N theory.

Fixed ends approach their power law slowly. Between N = 1000 and 9000 the sampled exponent is −0.35 ± 0.03 and the theory gives −0.38. Between 10⁶ and 4×10⁶ the theory gives −0.499. For free ends the sampled exponent is already 0.505 ± 0.005 in the shorter range.

*7. The real case.* The masses are roughly those of silicon and germanium, and k and d are rough values for such an alloy. The single chain is an idealization: a bulk alloy has three-dimensional waves, and its conductivity should not be read off from either number. Three omissions can be sized.

- Quantum occupation multiplies the integrand by (h/sinh h)², with h = ħω/(2k_B T). It lowers κ by 0.02 percent for free ends and 0.09 percent for fixed ends, because the heat is carried at low frequency.
- Anharmonicity is not small. A Morse bond of inverse range α has stiffness k(1 − 3αu) for a small stretch u. With √(k_B T/k) = 9.1 pm and an assumed α = 15 nm⁻¹, the relative stiffness spread is 3 × 15 × 0.0091 = 0.41, against a mass spread of 0.44. This α is on the high side: with k = 50 N/m it gives a well k/(2α²) only 0.69 eV deep. A well of 2 eV, nearer to silicon and germanium bonds, needs α = 8.8 nm⁻¹ and gives a spread of 0.24. The harmonic values at 300 K are therefore not predictions for a real chain. This estimate does not say how far κ would move.
- A substrate that pins each atom with stiffness k/(aN) = 0.34 N/m lifts the band bottom of the mean chain to ω_c, removing the waves below ω_c, which carry most of the free-end current. It also changes the waves above ω_c, so the current that remains is not simply their former share.

**Variation 1: free ends with mismatched friction**

Let γ differ from √(mk). Then z_b tends to the constant z₀ = (1 + γ²)/(2γ), and the factor P_p(z₀)² enters the integral for C. It does not depend on N, so κ ∝ N^(1/2) survives with a smaller prefactor. Since z₀ is unchanged by γ → 1/γ, weak and strong friction reduce κ equally in this limit. For γ = 0.25 and N = 3000, with the disorder unchanged, sampling gives κ = 23.5 ± 0.3 and the theory 23.2, against 43 for matched ends, all in units of k_B ω₀ d.

**Variation 2: fixed ends with frequency-dependent friction**

Let the friction be γ(ω) = γ₀ω^ν with ν > −1, and the noise spectrum 2γ(ω)k_B T. Assume that any elastic force from the bath vanishes as ω → 0. Step 3 holds with g = γ₀ω^(1+ν) → 0, so 1/z_b → 2γ₀ω^(2+ν). The frequency integral becomes

∫₀^∞ ω^(2+ν) e^(−(p²+1/4)aNω²) dω ∝ (aN)^(−(3+ν)/2),

and therefore κ ∝ N^(−(1+ν)/2). Constant friction, ν = 0, returns N^(−1/2). The localization length is the same for every ν, yet the exponent changes: ξ ∝ ω^(−2) determines the conductivity only together with the low-frequency coupling to the baths.

The numerical output below lists the remaining values.

Computed results

```
relative mass spread delta = 0.440; a = 0.04840
8 atoms, free: J covariance 0.187772, transmission 0.187772 (k_B K omega0)
8 atoms, fixed: J covariance 0.146950, transmission 0.146950 (k_B K omega0)
omega 0.1 omega0: xi sampled 4120, formula 4122 sites; omega^2*xi 41.2
omega 0.2 omega0: xi sampled 1025, formula 1023 sites; omega^2*xi 41.0
omega 0.4 omega0: xi sampled 246, formula 248 sites; omega^2*xi 39.3
uniform, free, gamma 0.5, omega 0.101 omega0: mean transmission 0.79897, formula 0.79898
uniform, free, gamma 0.5, omega 0.300 omega0: mean transmission 0.79100, formula 0.79097
uniform, fixed, gamma 0.5, omega 0.101 omega0: mean transmission 0.01005, formula 0.01011
uniform, fixed, gamma 0.5, omega 0.300 omega0: mean transmission 0.08703, formula 0.08683
product rule: 0.195951 and 0.195951; expansion at z=3: 0.49999
C_free = 1.08417; C_fixed = 1.08417
kappa in k_B*omega0*d: sampled, standard error, theory, asymptote
free N=1000: 24.5451 0.1992 24.5888 24.8024
free N=3000: 42.9837 0.3097 42.8334 42.9590
free N=9000: 74.4094 0.4240 74.3337 74.4071
free exponent, N 1000 to 9000: sampled 0.505 +- 0.005, theory 0.503
free exponent, N 1e6 to 4e6: theory 0.50000; theory/asymptote at 1e6: 0.99998
fixed N=1000: 1.4372 0.0294 1.4597 2.0498
fixed N=3000: 0.9181 0.0300 1.0097 1.1834
fixed N=9000: 0.6613 0.0345 0.6372 0.6833
fixed exponent, N 1000 to 9000: sampled -0.353 +- 0.025, theory -0.377
fixed exponent, N 1e6 to 4e6: theory -0.49927; theory/asymptote at 1e6: 0.99855
free, gamma 0.25, N=3000: kappa sampled 23.479 +- 0.332, theory 23.210 k_B*omega0*d
example: masses 28 and 72 u, k 50 N/m, d 0.25 nm, N 3000, T 300 K
length 750 nm, cross-section 0.0625 nm^2
omega0 24.54 rad/ps, friction 2.037 1e-12 kg/s
cutoff frequency (s=1) 2.037 rad/ps
free conductance: sampled 4.8545 +- 0.0350, theory 4.8375 pW/K
free conductivity: sampled 58.254, theory 58.050, asymptote 58.220 W/(m K)
free: change by quantum occupation -0.021 percent
fixed conductance: sampled 0.1037 +- 0.0034, theory 0.1140 pW/K
fixed conductivity: sampled 1.244, theory 1.368, asymptote 1.604 W/(m K)
fixed: change by quantum occupation -0.091 percent
thermal bond stretch 9.10 pm; Morse inverse range 15 1/nm
relative stiffness spread 0.410 against mass spread 0.440
on-site stiffness lifting the band bottom to the cutoff 0.344 N/m
```
